# Source inductance as a 50 ohm input match for a transistor

**Question**

I am stuck on an amplifier exercise. A field-effect transistor is reduced to two elements: a gate-source capacitance $C$ and a drain current $g_m v_{gs}$. An inductor $L_s$ joins the source to ground. I am asked to show that the input then has a real resistance equal to the angular cutoff frequency times $L_s$, and to use it for a 50 ohm match at 5 GHz.

The gate is a capacitor and the inductor is lossless. How can two reactive elements produce a resistance, and where does the absorbed power go? If it really is a resistance, does it add noise as a 50 ohm resistor would? My device is a small gallium nitride transistor with roughly $g_m=60$ mS and $C=0.24$ pF, and I would like to know how far the simple design can be trusted.

**Answer**

The resistance comes from the drain current, which also flows through $L_s$. It lags the gate current by a quarter period, and the inductor turns that lag back into a voltage in phase with the gate current.

**Input impedance**

Take the time factor $e^{+j\omega t}$ and peak amplitudes. Let $i$ be the current into the gate and $i_d$ the current from drain to source inside the device. Put a lossless inductor $L_g$ between port and gate; it will be needed for the match. Assume for now no gate-drain capacitance, no output conductance, no delay and no resistance in the leads.

The gate current charges $C$, so

$$v_{gs}=\frac{i}{j\omega C},\qquad i_d=g_m v_{gs}=\frac{g_m}{j\omega C}\,i .$$

The cutoff frequency is where the short-circuit current gain $|i_d/i|$ equals one. Here $|i_d/i|=g_m/(\omega C)$, hence

$$\omega_T=\frac{g_m}{C},\qquad i_d=-j\,\frac{\omega_T}{\omega}\,i .$$

Let the source lead have any impedance $Z_s$. Both currents leave through it, so its voltage is $Z_s(i+i_d)$. Adding the voltages from port to ground and dividing by $i$ gives

$$Z_{in}=j\omega L_g+\frac{1}{j\omega C}+Z_s\left(1-j\frac{\omega_T}{\omega}\right).$$

For $Z_s=j\omega L_s$ the last term is $j\omega L_s+\omega_T L_s$, because $(j\omega L_s)(-j\omega_T/\omega)=\omega_T L_s$. Therefore

$$Z_{in}=j\omega(L_g+L_s)+\frac{1}{j\omega C}+\omega_T L_s .$$

The factor $1/\omega$ in the current gain cancels the factor $\omega$ in the inductor's impedance, so the resistance does not depend on frequency. The drain load does not appear either, since in this model $i_d$ does not depend on the drain voltage.

The general form also shows what other source elements do. A resistance $r$ contributes $r-j\omega_T r/\omega$: a resistance and a capacitive reactance. A capacitance $C_s$, with $Z_s=1/(j\omega C_s)$, contributes the real part $-\omega_T/(\omega^2C_s)$. That is a negative resistance, which can make the input oscillate, so the source lead must really be inductive where you rely on this formula.

**Where the power goes**

The port delivers $P_{in}=\tfrac12\omega_T L_s|i|^2$. The inductor absorbs no average power, so look at the channel, the branch that carries $i_d$.

First short the drain to ground. The voltage across the channel is $-V_S$, with $V_S=j\omega L_s(i+i_d)$, and the signal power it absorbs is

$$P_{ch}=\tfrac12\mathrm{Re}\left(-V_S i_d^*\right)=\tfrac12\mathrm{Re}\left[-j\omega L_s\left(i\,i_d^*+|i_d|^2\right)\right].$$

The term with $|i_d|^2$ is imaginary and drops out. Since $i_d^*=+j(\omega_T/\omega)i^*$, the other term gives $P_{ch}=\tfrac12\omega_T L_s|i|^2=P_{in}$. The channel takes all of it.

With a load $R_L$, the drain voltage is $-R_Li_d$, which adds $-\tfrac12R_L|i_d|^2$ to $P_{ch}$. The load absorbs that same amount, so channel and load together still absorb $P_{in}$. When $P_{ch}$ is negative, the channel delivers signal power, drawn from the bias supply.

**The match at 5 GHz**

For a port resistance $R_0=50$ ohm, the real part must be $R_0$ and the reactance must vanish at $\omega_0$:

$$L_s=\frac{R_0}{\omega_T},\qquad L\equiv L_g+L_s=\frac{1}{\omega_0^2C}.$$

Your numbers give

$$\omega_T=\frac{0.060\ \mathrm{S}}{0.24\times10^{-12}\ \mathrm{F}}=2.50\times10^{11}\ \mathrm{rad/s},$$

which is a cutoff frequency of 39.8 GHz. With $\omega_0=2\pi\times5$ GHz $=3.142\times10^{10}$ rad/s,

$$L_s=\frac{50}{2.50\times10^{11}}\ \mathrm{H}=0.200\ \mathrm{nH},$$

$$L=\frac{1}{(3.142\times10^{10})^2(0.24\times10^{-12})}\ \mathrm{H}=4.22\ \mathrm{nH},$$

$$L_g=4.22-0.20=4.02\ \mathrm{nH}.$$

This form of match needs $L_g\ge0$, that is $R_0/\omega_T\le1/(\omega_0^2C)$. Here $L_s$ is only about 5 % of $L$, so the condition is met with much room.

**Bandwidth and gain**

Near the match $Z_{in}=R_0+jX$, with $X=\omega L-1/(\omega C)=L(\omega-\omega_0^2/\omega)$. The reflection coefficient is

$$\Gamma=\frac{Z_{in}-R_0}{Z_{in}+R_0}=\frac{jX}{2R_0+jX},\qquad |\Gamma|^2=\frac{X^2}{4R_0^2+X^2}.$$

A return loss, $-20\log_{10}|\Gamma|$, of 10 dB means $|\Gamma|^2=1/10$. Then $10X^2=4R_0^2+X^2$, so $|X|=2R_0/3$. Write $a=2R_0/(3L)$. The edges obey $\omega^2\mp a\omega-\omega_0^2=0$, with positive roots

$$\omega_\pm=\sqrt{\omega_0^2+a^2/4}\pm a/2 .$$

Their difference is $\Delta\omega=a=2R_0/(3L)$, with no narrow-band approximation. Numerically the band runs from 4.41 to 5.67 GHz, a width of 1.26 GHz.

At the match a source voltage $v$ behind $R_0$ drives $i=v/(2R_0)$, so

$$\left|\frac{i_d}{v}\right|=\frac{\omega_T}{2\omega_0R_0}=\frac{7.96}{100\ \mathrm{ohm}}=79.6\ \mathrm{mS}.$$

This exceeds the device's own 60 mS because the series resonance makes $v_{gs}$ larger than $v$: the capacitor's reactance is 132.6 ohm and the total loop resistance is 100 ohm.

The power balance for $|i|=1$ mA and a 50 ohm load reads as follows. The input takes $\tfrac12(50)(10^{-3})^2$ W $=25$ µW. The drain current is 7.958 mA, so the load receives $\tfrac12(50)(7.958\times10^{-3})^2$ W $\approx1583$ µW. The channel absorbs $25-1583=-1558$ µW; it is a net source of signal power.

A wider transistor at the same bias per unit width has $g_m$ and $C$ larger by the same factor. In this model $\omega_T$, $L_s$ and the gain at match then stay fixed, while $L$ falls and the bandwidth grows in proportion to the width. The price is more channel noise. With lossy inductors the smaller $L_g$ works the other way: at a quality factor of 20 a device 1.5 times wider is quieter in total, while at 50 it is slightly noisier. Induced gate noise, discussed below, also favours a moderately wider device.

**Is it a noisy 50 ohm?**

Give the channel a noise current $i_n$ of spectral density $4kT\gamma g_m$, with $\gamma=1$ as a rough assumption and everything at $T=290$ K. Leave out the noise current that the channel induces in the gate, and the noise of the load.

Set the source voltage to zero. Now $i_d=-j(\omega_T/\omega_0)i+i_n$. At resonance the reactances acting on $i$ cancel, and the loop equation is

$$R_0i+j\omega_0L_si_d=0\;\Rightarrow\;(R_0+\omega_TL_s)\,i=-j\omega_0L_si_n .$$

Since $\omega_TL_s=R_0$, $i=-j\omega_0L_si_n/(2R_0)$. Put this back into $i_d$:

$$i_d=i_n-\frac{\omega_TL_s}{2R_0}i_n=\tfrac12 i_n .$$

The feedback halves the noise current, so its density in the drain is $kT\gamma g_m$. The port resistance has voltage noise $4kTR_0$ and produces $4kTR_0\,[\omega_T/(2\omega_0R_0)]^2=kT\omega_T^2/(\omega_0^2R_0)$. The noise factor, total output noise over the part due to the port resistance, is

$$F=1+\gamma g_mR_0\left(\frac{\omega_0}{\omega_T}\right)^2=1+\frac{0.060\times50}{7.96^2}=1.047,$$

or 0.20 dB. It contains $g_m$ at fixed $\omega_T$, so in this model the excess noise $F-1$ grows in proportion to the width. The induced gate noise left out here is not small. If it stands to the channel noise in the long-channel proportion, it multiplies $F-1$ by about 3.7: 0.176, or 0.70 dB, with $\gamma=1$, and 0.117, or 0.48 dB, with the long-channel $\gamma=2/3$. For a short GaN gate this is only a guide, but 0.20 dB is optimistic even for lossless inductors. It also reverses the trend with width at first: with $\gamma=1$, doubling the width lowers $F-1$ from 0.176 to about 0.15.

Compare a real 50 ohm resistor in series with the gate, the source grounded, and the same transistor tuned to the same frequency. The gain is unchanged. The resistor adds as much noise as the port resistance, and the channel noise is no longer halved, so its power is four times larger:

$$F=2+4\gamma g_mR_0\left(\frac{\omega_0}{\omega_T}\right)^2=2.19,$$

or 3.40 dB.

The feedback resistance is not noiseless, however. With the port open, $i=0$ and $v_{gs}=0$, so $i_n$ alone flows through $L_s$ and the port voltage is $j\omega_0L_si_n$. Equate its density to that of a resistance $R_0$ at temperature $T_{in}$:

$$4kT\gamma g_m\,\omega_0^2L_s^2=4kT_{in}R_0\;\Rightarrow\;T_{in}=T\gamma g_mR_0\left(\frac{\omega_0}{\omega_T}\right)^2\approx14\ \mathrm{K}.$$

The last form uses $L_s=R_0/\omega_T$. In this model the input looks like a 50 ohm resistor at about 14 K. Induced gate noise in the long-channel proportion raises this to about 50 K, still well below 290 K.

**What a real device changes**

Your values correspond to a transistor about 0.2 mm wide with a gate length near 0.25 µm, for which a cutoff frequency of some tens of GHz is reasonable. The parasitic values below are also rough. Each is added alone to the design above, with both inductances held fixed; the impedance is at 5 GHz.

- Gate-drain capacitance 0.02 pF, 50 ohm load: $36.1+j30.8$ ohm, return loss 8.6 dB.
- The same capacitance with a load of $1/g_m$, as a cascode stage roughly presents: $40.2+j16.7$ ohm, 13.5 dB.
- Source resistance 2 ohm: $52.0-j15.9$ ohm, 16.2 dB.
- Inductors with quality factor 20: $56.6-j2.5$ ohm, 23.6 dB.
- Output conductance 1.5 mS and drain-source capacitance 0.05 pF: $46.7-j3.8$ ohm, 25.7 dB.
- Delay 2 ps in the drain current: $49.9-j3.1$ ohm, 30.1 dB.
- Gate resistance 2 ohm: 52.0 ohm, 34.2 dB.
- Hot channel, with $g_m$ reduced to 0.7 of its value: 35.0 ohm, 15.1 dB.

The gate-drain capacitance matters most, though it is only a twelfth of $C$. To first order, keep the drain current of the simple model. The gate voltage is then $i(50+j6.3-j132.6)$ and the drain voltage is $-50i_d=+j398\,i$, in volts for $i$ in amperes. Their difference is about $(50-j524)i$. Multiplied by the admittance $j\omega_0(0.02\ \mathrm{pF})=j0.63$ mS, it gives an extra gate current of about $(0.33+j0.03)i$. The same gate voltage now requires about 1.33 times the current, which lowers both the resistance and the capacitive reactance seen at the gate. The fixed $L_g$ is then too large, and the input becomes inductive. A lower load reduces the drain voltage and with it the error.

Putting the altered cutoff frequency into the simple formula does not repair this. With the gate-drain capacitance included, the cutoff falls to 36.8 GHz, and $\omega_TL_s$ would be about 46 ohm, not the 36 ohm found with the 50 ohm load. The identity belongs to the model without that capacitance.

With all these effects except the hot channel present, the input is $44.3+j13.5$ ohm and the return loss 16.3 dB. This is better than with the gate-drain capacitance alone; the separate reactances have opposite signs and partly compensate, and the resistance is also closer to 50 ohm, though the effects do not simply add. Solving again for a 50 ohm input with the 50 ohm load gives

$$L_g=3.61\ \mathrm{nH},\qquad L_s=0.239\ \mathrm{nH},$$

about 10 % below and 20 % above the simple design. If $g_m$ then drops to 0.7 of its value, the return loss is still 18.7 dB.

Retuning restores the match, but not the low noise of the simple model. In the retuned circuit, with the resistances also at 290 K and the induced gate noise still left out, the contributions to $F-1$ are 0.079 from the channel, 0.153 from the resistance of the gate lead and its inductor, and 0.039 from the source lead. The noise figure is 1.04 dB instead of 0.20 dB, and the gate branch supplies more than half of the excess. Of the 7.7 ohm in that branch, the inductor accounts for $\omega_0L_g/20=5.7$ ohm, or about 0.113 of the excess. That is more than the channel's 0.079, so in this budget a given fractional reduction of the inductor's loss gains more than the same reduction of the channel noise. Induced gate noise can reverse that order: in the long-channel proportion with $\gamma=1$ it raises the transistor's share to about 0.18 and the noise figure to about 1.4 dB.

The linear model also limits the drive. If a gate swing of 0.3 V is taken as its rough limit, then $|i|=0.3/132.6$ A $=2.26$ mA, and the input power is $\tfrac12(50)(2.26\times10^{-3})^2$ W $=0.128$ mW, or $-8.9$ dBm. The drain swing is then 0.90 V. Against a 20 V bias, the signal adds little to the drain voltage, so breakdown is a question for the choice of bias, not for this small-signal match.

Two things remain for your layout. Pad capacitance and the self-capacitance of the inductors are not included. And a match at one frequency with one load does not establish stability. The retuned circuit is only conditionally stable: its Rollett stability factor is about 0.7 at 5 GHz and smaller at lower frequencies, and a nearly lossless inductive load of about $j180$ ohm makes the input resistance negative at 5 GHz. Check the circuit over frequency with the terminations it will really see. The full set of values is in the numerical output below.

## Numbers as computed

```
port resistance 50 ohm, design frequency 5.0 GHz
gm 60 mS, Cgs 0.24 pF
angular cutoff frequency 2.5000e+11 rad/s
cutoff frequency from unit current gain 39.79 GHz
cutoff frequency with Cgd 36.84 GHz
design angular frequency 3.1416e+10 rad/s
source inductance 0.2000 nH
total inductance 4.2217 nH
gate inductance 4.0217 nH
capacitive reactance magnitude 132.63 ohm
nodal input resistance 50.0000 ohm
nodal input reactance magnitude below 1e-6 ohm: True
10 dB band edges 4.411 and 5.668 GHz
10 dB bandwidth 1.257 GHz
current gain magnitude at design frequency 7.958
drain current per source voltage 79.58 mS
gate current amplitude for powers 1.0 mA
input power 25.00 uW
channel absorbs, drain shorted 25.00 uW
channel absorbs, 50 ohm load -1558.1 uW
load absorbs, 50 ohm load 1583.1 uW
channel noise factor gamma 1.0, reference 290 K
ideal noise factor 1.0474, figure 0.201 dB
series resistor noise factor 2.1895, figure 3.403 dB
noise temperature of input resistance 13.74 K
rough Cgd 0.02 pF, Cds 0.05 pF, gds 1.5 mS, delay 2.0 ps
rough gate resistance 2.0 ohm, source 2.0 ohm, coil Q 20, hot gm factor 0.7
effect: input resistance ohm, reactance ohm, return loss dB
  Cgd, 50 ohm load: 36.08, 30.78, 8.6
  Cgd, cascode load 1/gm: 40.19, 16.68, 13.5
  output conductance and Cds: 46.68, -3.80, 25.7
  gate resistance: 52.00, -0.00, 34.2
  source resistance: 52.00, -15.92, 16.2
  coil quality factor: 56.63, -2.50, 23.6
  delay: 49.90, -3.14, 30.1
  hot channel, reduced gm: 35.00, 0.00, 15.1
  all but hot channel: 44.25, 13.46, 16.3
retuned gate inductance 3.610 nH
retuned source inductance 0.239 nH
retuned input resistance 50.000 ohm
retuned, hot channel: return loss 18.7 dB
retuned excess noise: channel 0.0786, gate branch 0.1534, source branch 0.0391
retuned noise figure 1.042 dB
gate swing limit 0.3 V reached at input power 0.1279 mW = -8.9 dBm
drain swing there 0.90 V, drain bias 20 V
```
